Sign change of the Madelung energy on a rectangular planar lattice

**Question**

I am looking at image-charge energies for a charged defect in a two-dimensional supercell. As a first model I take point charges q on an a by b rectangular lattice, neutralized by a uniform background in the same plane. There are no periodic copies perpendicular to the plane.

For a square cell the Madelung energy is negative. I have been told that it becomes positive for elongated cells, and that the change happens at

b/a = 4π exp(−γ) ≈ 7.06,

up to exponentially small terms, where γ is Euler's constant. I tried to sum the lattice row by row, but each row gives a logarithm that diverges with its length, and so does the background. How do the divergences cancel, where does 4π exp(−γ) come from, and is this the only sign change?

**Answer**

Your row-by-row sum works if rows and background are cut off together, along the edges of whole neutral cells. For b ≥ a there is one sign change. Since a and b can be exchanged, there is also a mirror one at b/a ≈ 0.142.

**What is being summed**

I use Rydberg units: lengths in bohr, e² = 2. Let v be the potential at a charge site per unit q, with that charge's own 1/r removed:

v = lim [ Σ' 1/R − (1/ab) ∫ d²r/r ].

The sum and the integral cover the same patch of whole cells, each a charge centred in its rectangle of background. Such a cell has no net charge and no dipole, so its potential falls off as 1/R³. In a plane the sum over cells then converges absolutely, and v does not depend on the patch shape. We may make the patch infinitely long in x first, and in y afterwards.

The energy per cell also contains the background's energy. With φ the total potential per unit q and ⟨φ⟩ its mean over the plane,

E = ½ e² q² (v − ⟨φ⟩).

The mean is 1/(ab) times the integral of one cell's potential over the whole plane. To evaluate that integral, take a square window of half-width L and define U(s) = ∫ d²r/|r − s| over it. The integral is U(0) minus the average of U(s) over the background rectangle. By scaling, U(s) = L u(s/L), with u even and smooth near zero. The difference is therefore of order s²/L and vanishes as L → ∞. Hence ⟨φ⟩ = 0 and, with e² = 2,

E = q² v (in Ry).

**The row containing the reference charge**

Cut the patch at |x| < X = (N + ½)a. For large N the other charges of this row give

(2/a) Σ_{n=1}^{N} 1/n → (2/a) [ln(X/a) + γ].

**A row at distance y**

Let f(x) = 1/√(x² + y²). Subtract from each charge the average of f over its own interval of length a:

D(x) = Σ_n [ f(x − na) − (1/a) ∫_{na−a/2}^{na+a/2} f(s) ds ].

For x within one period the terms fall as 1/n², so the sum converges uniformly. D has period a and zero mean. For k = 2πm/a with m ≠ 0, the subtracted constants drop out of its Fourier coefficient, and the pieces join into one integral over the whole line:

(1/a) ∫_{−∞}^{∞} cos(kx)/√(x² + y²) dx = (2/a) K0(|k||y|).

This integral defines the modified Bessel function K0. Setting x = 0 and adding m and −m gives D(0) = (4/a) Σ_{m≥1} K0(2πm|y|/a). The subtracted line contributes (2/a) asinh(X/|y|) → (2/a) ln(2X/|y|). The whole row therefore gives

(2/a) ln(2X/|y|) + (4/a) Σ_{m≥1} K0(2πm|y|/a).

**The background**

Cut the patch at |y| < Y = (P + ½)b. The background is a stack of uniform lines, so it gives

−(1/ab) ∫_{−Y}^{Y} 2 ln(2X/|y|) dy
= −(4/ab) [Y ln(2X) − Y ln Y + Y]
= −(4/a)(P + ½) [ln(2X) − ln b − ln(P + ½) + 1].

**Adding the pieces**

The rows at y = ±pb, p = 1…P, have the logarithmic part

(4/a) [P ln(2X) − P ln b − ln P!].

Multiply everything by a/2 and collect terms:

- ln X: 1 + 2P − (2P + 1) = 0, so the divergence cancels.
- ln 2: 2P − (2P + 1) = −1.
- ln b: −2P + (2P + 1) = +1.
- The reference row leaves γ − ln a.
- The rest is −2 [ln P! − (P + ½) ln(P + ½) + P + ½].

For the last bracket use Stirling's formula, ln P! = P ln P − P + ½ ln(2πP) + o(1), and (P + ½) ln(P + ½) = (P + ½) ln P + ½ + o(1). The bracket tends to ½ ln 2π, so the last item tends to −ln 2π. With x = b/a, the result is

v = (2/a) h(x),

h(x) = γ + ln(x/4π) + 4 Σ_{m,p≥1} K0(2πmpx).

One factor 2 in 4π comes from ln(2X), and the 2π comes from Stirling's formula.

As a check on the cancellation, take a = 1 bohr and b = 7 bohr. The formula gives v = −0.0157969 per bohr. Direct sums over finite neutral patches, extrapolated to infinite size, give the same value for two different patch outlines.

**The zero and its shift**

Without the K0 terms, h = 0 means ln x = ln 4π − γ, or

x* = 4π exp(−γ) = 7.0555.

With them, the zero x0 satisfies

x0 = x* exp[−4 Σ K0(2πmpx0)].

For large u, K0(u) ≈ √(π/2u) exp(−u), so the term m = p = 1 dominates. Replacing x0 by x* inside it and expanding the outer exponential gives

x0 − x* ≈ −4x* K0(2πx*) ≈ −3.0 × 10⁻¹⁹.

The zero of an independent Ewald sum, found in high precision, has this same shift.

**Why there is one zero for b ≥ a**

Since K0′ = −K1, differentiation gives

x h′(x) = 1 − 4 Σ_{m,p≥1} u K1(u), u = 2πmpx.

The derivative of u K1(u) is −u K0(u) < 0, so each subtracted term shrinks as x grows, and x h′(x) increases. It remains to find its sign at x = 1.

Exchanging a and b leaves v unchanged: (2/a) h(b/a) = (2/b) h(a/b), or h(x) = h(1/x)/x. Differentiate this and set x = 1:

h′(1) = −h(1) − h′(1), so h′(1) = −h(1)/2.

For the square, the logarithmic part of h is −1.9538 and the K0 part is +0.0037, so h(1) = −1.9501 and h′(1) = +0.9751. Thus h rises throughout x ≥ 1, from a negative value to +∞, and crosses zero once. The exchange relation gives the mirror zero at 1/x0 = 0.1417. Between the two zeros the energy is negative; outside them it is positive.

**Where the sign comes from**

Keep only the reference row and its own strip of background, |y| < b/2. Putting Y = b/2 in the background integral gives

(2/a) [ln(X/a) + γ] − (2/a) [ln(2X) − ln(b/2) + 1] = (2/a) [γ + ln(x/4) − 1].

This already changes sign, at x = 4 exp(1 − γ). The neighbours in the row stay at spacing a and repel, while a wider strip puts the attracting background farther away. Apart from the K0 terms, all the other rows and strips together add (2/a)(1 − ln π). This is slightly negative because π > e, and it moves the zero up by a factor π/e to 4π exp(−γ).

**Numbers for a = 10 bohr, q = 1**

Here E = 0.2 h(b/a) Ry. With a held fixed:

- b = 10 bohr: E = 0.2 × (−1.9501) = −0.3900 Ry, or −5.307 eV.
- b = 50 bohr: E = −0.0689 Ry.
- b = 70 bohr: E = 0.2 ln(7/7.0555) = −0.0016 Ry.
- b = 80 bohr: E = 0.2 ln(8/7.0555) = +0.0251 Ry.
- b = 100 bohr: E = 0.2 ln(10/7.0555) = +0.0698 Ry, or +0.949 eV.

The K0 terms are negligible at this precision in the last four lines. The energy vanishes at b = 70.56 bohr. The numerical output below lists further cell sizes.

**What this means for supercells**

How the cell is enlarged matters. At fixed shape, E = 2q²h(x)/a tends to zero as 1/a, which is the approach to an isolated charge. At fixed a, increasing b alone makes E grow without bound as (2q²/a) ln(b/(7.06 a)): the charge stays in a row of images, and the energy does not converge.

At fixed area A = ab we have a = √(A/x), so E = (2q²/√A) √x h(x). Its derivative with respect to x is proportional to x h′ + h/2. For x ≥ 1 both terms increase, and their sum is zero at x = 1. The square therefore has the lowest energy among rectangles of equal area, and elongation raises E towards the same zero at x0.

A cell with b/a ≈ 7.06 removes the point-charge image energy of this model. That does not make a defect calculation converged: overlap of defect states, elastic relaxation and the finite extent of the defect charge are separate matters, and the short side a still controls the distance to the nearest image.

The result also relies on a pure 1/r interaction and a coplanar background. A uniform dielectric filling all space divides E by its permittivity and leaves the zero in place. A real sheet or slab polarizes only within its own thickness. This brings in another length, so the zero need not depend on b/a alone. A background spread through a thick slab, or a cell repeated perpendicular to the plane, likewise needs its own electrostatic sum, and 7.06 should not be carried over to those cases.

Computed results

```
charge number q = 1
short side a = 10 bohr
Euler constant gamma = 0.577216
4 pi exp(-gamma) = 7.055508
zero of Ewald sum, b/a = 7.055508
mirror zero, b/a = 0.141733
shift of zero, Ewald = -2.9604e-19
shift of zero, K0 formula = -2.9604e-19
side b at zero energy = 70.5551 bohr
square cell: log part of h = -1.953809
square cell: K0 part of h = 0.003676
square cell: h = -1.950132
square cell: x dh/dx = 0.975066
energy per cell: b (bohr), formula (Ry), Ewald (Ry)
  b =  10: -0.390026  -0.390026
  b =  20: -0.252131  -0.252131
  b =  30: -0.171039  -0.171039
  b =  50: -0.068874  -0.068874
  b =  70: -0.001580  -0.001580
  b =  80: +0.025127  +0.025127
  b = 100: +0.069755  +0.069755
energy at b = 10 bohr = -5.3066 eV
energy at b = 100 bohr = +0.9491 eV
site potential for a = 1 bohr, b = 7 bohr, in 1/bohr:
  formula = -0.0157969
  patch with equal cell counts = -0.0157969
  patch of square outline = -0.0157969
plane integral of one neutral cell's potential (bohr):
  window half-width 100 bohr = 0.058937
  window half-width 200 bohr = 0.029464
largest |formula - Ewald| in v, a = 1 bohr: 1.8e-45 1/bohr
```
